Shear-lag film stress near a free edge on a compliant layer

**A narrow strip**

A thin film strip in tension lies on a soft layer, which is fixed to a rigid substrate. Let x run across the strip from its centre, with free edges at x = ±L. If the film could not move, its stress across the strip would be σ0, the value in an unpatterned (blanket) film. Once the edges are cut, the film pulls inward and the layer resists.

Suppose that the strip is so narrow that the layer hardly hinders it. The film then loses nearly all its stress by contracting with strain −σ0/Ē, where Ē is its stretching modulus, so its displacement is

u ≈ −σ0 x/Ē.

The layer acts as a bed of shear springs of stiffness k, in stress per unit displacement. It pulls the film outward with traction −ku = kσ0x/Ē. The film force per unit length of strip at x, which is hσ for thickness h, must balance the outward traction collected between x and the edge:

hσ(x) = ∫ₓᴸ (kσ0x′/Ē) dx′ = kσ0(L² − x²)/(2Ē).

Hence

σ(x) ≈ σ0(L² − x²)/(2λ²), with λ² = Ēh/k.

The stress is zero at the edge because no layer lies beyond it to pull, and it grows inward as traction accumulates. The estimate holds while σ ≪ σ0, that is, for L² ≪ 2λ². In a wider strip the traction reduces the displacement that produces it, and both must be found together.

**Assumptions and conventions**

Tension is positive, y runs along the strip and z is normal to the film. The assumptions are these.

(a) The film is isotropic and linearly elastic, with Young's modulus E and Poisson ratio ν. Its top is free, and σ denotes σ_xx averaged over the thickness.

(b) Attachment to the substrate stretches the film by the same mismatch strain ε in x and y, relative to its stress-free size. For cooling by ΔT, ε = (α_f − α_s)ΔT, where α_f and α_s are the expansion coefficients of film and substrate.

(c) The strip is much longer than λ, and we look far from its ends. Nothing then varies with y, and the strain along the strip stays at ε.

(d) The layer, of thickness t and shear modulus G, acts on the film through shear alone. The substrate is rigid, and layer material beyond the film edge is ignored.

(e) Both h and t are small compared with λ and L.

The displacement u(x) is measured from the blanket state.

**Lemma 1 (film stress).** With Ē = E/(1 − ν²),

σ0 = Eε/(1 − ν),
σ = σ0 + Ēu′,
σ_yy = σ0 − ν(σ0 − σ).

Proof. Since σ_zz = 0, Hooke's law reads

Eε_xx = σ_xx − νσ_yy,
Eε_yy = σ_yy − νσ_xx.

Adding ν times the second line to the first removes σ_yy:

E(ε_xx + νε_yy) = (1 − ν²)σ_xx,

so σ_xx = Ē(ε_xx + νε_yy). Exchanging x and y gives σ_yy = Ē(ε_yy + νε_xx).

In the blanket film both strains equal ε. Both stresses are then Ē(1 + ν)ε = Eε/(1 − ν), because 1 − ν² = (1 − ν)(1 + ν). This is σ0.

In the strip, ε_xx = ε + u′ and ε_yy = ε. Therefore σ = σ0 + Ēu′ and σ_yy = σ0 + νĒu′. Replacing Ēu′ by σ − σ0 gives the last relation. ∎

At the edge σ = 0, but σ_yy = (1 − ν)σ0. A free edge removes the stress across it and leaves most of the stress along it when ν is near one third.

**Lemma 2 (force balance).** With k = G/t,

hσ′ = ku.

Proof. The top of the layer moves by u and its bottom is fixed, so its shear strain is u/t and its shear stress is τ = Gu/t = ku. The layer opposes the displacement and exerts traction −τ on the film. A film slice of width dx, per unit length in y, feels hσ(x + dx) on its right, −hσ(x) on its left and −τdx from below. Their sum vanishes:

h[σ(x + dx) − σ(x)] − τdx = 0.

Dividing by dx and letting dx → 0 gives hσ′ = τ = ku. ∎

In the right half a tensile film moves inward, so u < 0 and σ falls towards the edge.

**Theorem.** Under assumptions (a) to (e), with σ(±L) = 0,

σ(x) = σ0[1 − cosh(x/λ)/cosh(L/λ)],
λ = √(Ēh/k) = √(Ēht/G).

Proof. Lemma 1 gives σ′ = Ēu″, since σ0 is uniform. Inserting this in Lemma 2 gives Ēhu″ = ku, or

λ²u″ = u.

Its general solution is u = A cosh(x/λ) + B sinh(x/λ). By symmetry the centre does not move, so u(0) = 0 and A = 0. The free edge requires

0 = σ(L) = σ0 + Ē(B/λ)cosh(L/λ),

so B = −σ0λ/[Ē cosh(L/λ)], and

u(x) = −(σ0λ/Ē) sinh(x/λ)/cosh(L/λ).

Differentiation gives Ēu′ = −σ0 cosh(x/λ)/cosh(L/λ). Adding σ0 gives the stated stress, which also vanishes at x = −L because cosh is even. ∎

The length λ has a direct mechanical meaning. A film segment of length ℓ has stretching stiffness Ēh/ℓ per unit length of strip, while the layer below it has shear stiffness kℓ. The two are equal at ℓ = λ. A stiffer or thicker film spreads the edge disturbance inward; a stiffer or thinner layer confines it. Quadrupling Ē, h or t alone doubles λ, while quadrupling G alone halves it.

**Corollary 1 (wide strip).** Let s = L − x be the distance from the right edge. Writing out the hyperbolic cosines and dividing numerator and denominator by exp(L/λ),

cosh[(L − s)/λ]/cosh(L/λ) = [exp(−s/λ) + exp(−2L/λ)exp(s/λ)]/[1 + exp(−2L/λ)].

For L/λ → ∞ at fixed s, this becomes exp(−s/λ), and

σ(s) = σ0[1 − exp(−s/λ)].

A fraction p of the blanket stress is reached at s = −λ ln(1 − p): 0.69λ for one half, 2.30λ for 90 % and 4.61λ for 99 %. The blanket value is approached but not reached at any finite distance.

**Corollary 2 (centre and narrow strip).** At x = 0,

σ(0) = σ0[1 − 1/cosh(L/λ)].

For L ≪ λ, cosh q ≈ 1 + q²/2 gives

cosh(x/λ)/cosh(L/λ) ≈ 1 + x²/(2λ²) − L²/(2λ²),

and the theorem returns the parabola of the opening section.

**Corollary 3 (interface shear).** Since k = Ēh/λ², multiplying u by k gives

τ(x) = −(σ0h/λ) sinh(x/λ)/cosh(L/λ).

The edge magnitude is (σ0h/λ)tanh(L/λ). Integrating Lemma 2 over the right half gives

∫₀ᴸ |τ|dx = −h∫₀ᴸ σ′dx = h[σ(0) − σ(L)] = hσ(0).

In a wide strip this total is σ0h, whatever the layer. At fixed σ0 and h, a softer layer does not reduce the transferred force as long as the strip remains wide compared with λ; it spreads the force over a longer distance and so lowers the edge shear.

**Worked example: copper on polyimide over silicon**

Take rough values: a copper film with E = 120 GPa, ν = 0.34 and h = 5 µm; a polymer with E = 3.0 GPa, ν = 0.35 and t = 5 µm; and a strip 600 µm wide. Cooling is by 60 K from an assumed stress-free state, and the expansion coefficients of copper and silicon are 17.0 and 2.6 ppm/K. Then

ε = (17.0 − 2.6) × 10⁻⁶ × 60 = 8.64 × 10⁻⁴,
σ0 = 181.8 GPa × 8.64 × 10⁻⁴ = 157 MPa.

With Ē = 135.7 GPa and G = 1.111 GPa,

λ = √(135.7 × 5 × 5/1.111) µm = 55.3 µm.

Thus h/λ = t/λ = 0.090 and L/λ = 5.43. In the wide-strip limit, half the blanket stress is reached 38 µm from the edge and 90 % at 127 µm.

The edge moves inward by nearly σ0λ/Ē = 64 nm. Dividing by t gives a layer shear strain of 1.28 %, and multiplying by G gives a shear stress of 14.2 MPa. In the model this is the average through the layer at the edge. Polymer beyond the edge shares the load and reduces the edge displacement, and with it the estimate Gu/t, while the local stress at the film corner, which the model does not resolve, can be higher. Along the edge, σ_yy = 0.66 × 157 = 104 MPa.

With everything but the width held fixed, the centre stress is 155.7 MPa at 600 µm, 107.0 MPa at 200 µm and 47.9 MPa at 100 µm. For the narrowest strip L/λ = 50/55.3 = 0.90, and the parabola would give 157 × 0.90²/2 ≈ 64 MPa. This is well above 47.9 MPa, because the strip is not narrow enough for the leading term.

**Remark 1 (the layer beyond the edge)**

In the example the polymer continues past the copper, and the moving edge drags it along. To estimate the effect, let this material act as an extra width δ of springs at the edge of a wide strip. The displacement outside should die out over a distance comparable with the layer thickness, so δ should be of order t. The stress just inside the edge region, σ_e, then satisfies

hσ_e = kδ|u_e|.

The decaying solution is σ = σ0 − (σ0 − σ_e)exp(−s/λ). Since du/ds = −u′ = (σ0 − σ)/Ē and u vanishes far inside, |u_e| = λ(σ0 − σ_e)/Ē. With k = Ēh/λ² the balance becomes

σ_e = (δ/λ)(σ0 − σ_e), so σ_e = σ0(δ/λ)/(1 + δ/λ).

The theorem therefore underestimates the stress by σ_e exp(−s/λ), while the decay length is unchanged.

A two-dimensional plane-strain finite-element calculation, with the polymer continuing past the edge and a rigid substrate, does not assume shear lag. Its thickness-averaged film stress is 34.0 MPa at 10 µm from the edge, where the theorem gives 26.0 MPa. At 50 µm the values are 97.2 and 93.5 MPa, and at 100 µm they are 132.6 and 131.4 MPa. Beyond one film thickness from the edge, the largest difference is 5.2 % of σ0. Near the edge the stress itself is small, and at 10 µm the difference is 24 % of the two-dimensional value. The fitted decay length is 55.9 µm, against 55.3 µm from the formula. The last digit of these values depends on the mesh near the corner: refinement gives 33.9 MPa, 5.1 % and 55.8 µm, and lowers the first δ below from 3.6 to 3.5 µm.

The differences at 10 and 50 µm correspond to δ ≈ 3.6 and 3.4 µm, which is indeed of order t. This inferred δ is a fitted value that also absorbs other departures from shear lag. If the polymer is cut off at the film edge, with its own thermal stress left aside, the two-dimensional stress falls below the theorem, to 22 MPa at 10 µm, which corresponds to δ ≈ −1.7 µm. The outer polymer alone is therefore worth about 5 µm, and effects under the film take back part of it. With a layer ten times softer and all else fixed, λ grows by √10 and the largest difference falls to 1.9 % of σ0, as expected of a correction that shrinks with t/λ. For the 100 µm strip, the two-dimensional centre stress is 52.6 MPa, about 10 % above the theorem.

**Remark 2 (an elastic substrate adds a slow tail)**

The edge shear also pulls the substrate inward. Consider a force Q per unit length along the surface of an elastic half-space. In polar coordinates, with θ = 0 along the force and the solid at 0 < θ < π, try

σ_rr = −2Q cosθ/(πr), σ_θθ = σ_rθ = 0.

Radial equilibrium, ∂σ_rr/∂r + σ_rr/r = 0, holds because σ_rr varies as 1/r; the angular equation is satisfied trivially. Compatibility requires the sum σ_rr + σ_θθ to be harmonic, and cosθ/r is. The surfaces θ = 0 and θ = π carry no traction. Across a semicircle, the force component along Q is

∫₀^π σ_rr cosθ r dθ = −(2Q/π)(π/2) = −Q,

which balances the applied force; the normal component vanishes because ∫₀^π cosθ sinθ dθ = 0. On the surface at distance d ahead of the force, the strain is therefore −2Q/(πĒ_s d), where Ē_s is the plane-strain modulus of the substrate.

In a wide strip each edge region applies Q = σ0h inward. The centroid of its shear lies at s = ∫₀^∞ s exp(−s/λ)ds/λ = λ, so d = L − λ at the centre. The centre lies ahead of both forces, and their compressive strains add. If the film follows this slowly varying strain, its relative stress loss is

Δσ/σ0 ≈ 4hĒ/[πĒ_s(L − λ)].

With rough isotropic silicon values E = 130 GPa and ν = 0.28, Ē_s = 141 GPa, and the estimate is

4 × 5 × 135.7/(π × 141 × 244.7) = 2.5 %.

The two-dimensional calculation, with silicon 3 mm deep and fixed at its base, gives 2.9 %. Part of the shortfall has a known sign: the edge shear is spread out, and the average of 1/d exceeds the inverse of the average d.

This loss exceeds the 0.9 % by which the theorem puts the centre of the 600 µm strip below σ0. The exponential therefore describes the main rise near the edge, but not the approach to σ0, where the substrate matters. In the two-dimensional section the loss is largest, about 3.4 % of σ0, some 120 µm from the edge; it moves the half-stress point only from 35 to 37 µm but the 90 % point from 125 to 148 µm. The tail falls off as an inverse distance only while that distance is small compared with the substrate thickness. Farther from the edge of a wide strip on a free wafer, the loss levels off instead, because the wafer bends and compresses as a whole. If the film is bonded directly to the substrate, t → 0 sends the formula for λ to zero, assumption (e) fails, and the theorem no longer applies.

**Remark 3 (wafer bow)**

The blanket value itself drops if the wafer is free to bend. A full film exerts a force f = σ0h per unit width at the surface of a wafer of thickness h_s and biaxial modulus M_s = E_s/(1 − ν_s). Uniform compression gives a surface strain of magnitude f/(M_s h_s). The moment fh_s/2 gives curvature (fh_s/2)/(M_s h_s³/12) = 6f/(M_s h_s²), and multiplication by h_s/2 gives a further surface strain 3f/(M_s h_s). With M_f = E/(1 − ν), the relative loss of film stress is

4M_f h/(M_s h_s).

For a 775 µm wafer, M_s = 130/0.72 = 181 GPa and the loss is 2.6 %. This is for copper covering the whole wafer, with the polymer neglected. It should not simply be added to the loss for one isolated strip, although a free wafer also bends under a strip, which then loses somewhat more stress than on the deep, fixed substrate of Remark 2.

**Remark 4 (the real structure)**

Copper on polyimide occurs in chip packaging. The 600 µm strip of the example represents a broad copper plane, not a fine line. For a line about 10 µm wide, L is comparable with h and t, and assumption (e) fails.

A copper crystal is elastically anisotropic, so a film whose grains share an orientation need not follow the isotropic formulas, and copper yields at high stress. With rough cubic constants of 168, 121 and 75 GPa and the same mismatch and polymer, a (001) texture with x along [100] gives λ = 43 µm and σ0 = 99 MPa, while a (111) texture gives 62 µm and 225 MPa. The latter stress exceeds a rough copper yield stress of 200 MPa, but that figure is for randomly oriented grains. A (111) film resolves only 0.27 of its biaxial stress onto the slip systems, and at the same slip resistance it would yield near 240 MPa, so it lies close to yield and this comparison does not decide the matter. The isotropic example reaches 79 % of the 200 MPa value, and the model's average edge shear is 28 % of a rough polymer shear yield stress of 50 MPa, which does not rule out local yielding at the film corner. Polymers also relax: if G fell to half with σ0 held fixed, λ would grow to 78 µm. In these cases texture and relaxation change λ by 13 to 41 %, although the (001) change nearly vanishes for x along [110]. This is more than the 1 % difference between the formula and the two-dimensional decay length on a rigid substrate. On elastic silicon the profile is no longer a pure exponential, and a fit between λ/2 and 2λ from the edge gives an apparent length of about 65 µm, 17 % above the formula, so substrate compliance is an effect of the same size.

Table of computed values

```
film E 120 GPa, nu 0.34
layer E 3.0 GPa, nu 0.35
wafer E 130 GPa, nu 0.28
film, layer, wafer thickness 5, 5, 775 um
strip full width 600 um, cooling 60 K
expansion film, wafer 17.0, 2.6 ppm/K
mismatch strain 8.640e-04
film biaxial modulus 181.8 GPa
film plane-strain modulus 135.7 GPa
layer shear modulus 1.111 GPa
interface stiffness 222.2 MPa/um
blanket stress 157.1 MPa
shear-lag length 55.3 um
film_h/lag 0.090, layer_t/lag 0.090
half width/lag 5.43
wide strip: 50 % of blanket at 38.3 um
wide strip: 90 % of blanket at 127.2 um
wide strip: 99 % of blanket at 254.5 um
stress 10 um from edge: law 26.0, 2D 34.0 MPa
stress 50 um from edge: law 93.5, 2D 97.2 MPa
stress 100 um from edge: law 131.4, 2D 132.6 MPa
stress 200 um from edge: law 152.8, 2D 152.9 MPa
centre stress, width 100 um: 47.9 MPa
centre stress, width 200 um: 107.0 MPa
centre stress, width 600 um: 155.7 MPa
2D centre stress, width 100 um: 52.6 MPa
edge inward displacement 64.0 nm
edge shear stress 14.21 MPa
edge layer shear strain 1.28 %
stress along the edge 103.7 MPa
2D decay length 55.9 um
largest 2D deviation 5.2 % of blanket
same, layer 10 times softer 1.9 %
shear half a lag inside: law 8.62, 2D 8.16 MPa
elastic wafer, centre loss: 2D 2.86 %, estimate 2.50 %
wafer bow, blanket loss: plate 2.56 %, estimate 2.60 %
rough cubic constants 168, 121, 75 GPa
copper (001): lag 42.7 um, blanket 99.1 MPa
copper (111): lag 62.4 um, blanket 224.5 MPa
lag if layer modulus relaxes to half 78.1 um
rough yield: film 200 MPa, layer shear 50 MPa
load/yield: film 0.79, layer 0.28
```
